\section*{Electron energy loss at a floating wall with cold secondary emission, part 1}

(Sections cited here and not found follow in the second part.)

\section{The energy balance}

\textbf{Q.} An insulating wall faces a plasma and releases electrons when electrons strike it. I want the energy that the plasma electrons lose for each ion reaching the wall. But electrons pass in both directions, and their energy changes on the way. What is to be counted, and where?

\textbf{A.} Count the net kinetic energy carried by electrons through a plane parallel to the wall, and divide it by the ion flux. The plane must be named, because the field changes the energy between planes. I take the sheath edge, where the nearly neutral plasma ends and the positive space charge begins.

The algebra uses atomic units: the electron mass and the magnitude of its charge are 1, and the ion mass is $M$. Temperature $T$ is an energy. Let $U$ be the potential energy of an electron, zero at the sheath edge and rising steadily to $\phi>0$ at the wall. This $\phi$ is the sheath drop. An electron moving towards the wall is slowed by it; a singly charged positive ion is accelerated.

The sheath is planar, steady, unmagnetised and free of collisions and ionisation. Each particle flux is then the same at the edge and at the wall.

\textbf{Q.} What does ``floating'' supply?

\textbf{A.} It supplies zero net current at the wall. Call the electrons arriving from the plasma primaries, with flux $\Gamma_p$, and let $\Gamma_i$ be the ion flux. Both are positive towards the wall. The yield $g$ is the number of electrons emitted per arriving primary, averaged over the arriving flux. Ions are taken to release no electrons. Ions bring positive charge, primaries bring negative charge, and emitted electrons remove negative charge, so
\begin{equation}
\Gamma_i-\Gamma_p+g\Gamma_p=0,
\qquad
\Gamma_p=\frac{\Gamma_i}{1-g}.
\label{eq:float}
\end{equation}
This requires $g<1$. At $g=0.3$, for example, $1.43$ primaries arrive and $0.43$ secondaries leave for each ion.

The balance is local. An insulator imposes it at each point in the steady state. A floating conductor imposes it on the total current, and local currents may remain if the plasma is uneven.

\textbf{Q.} The mean kinetic energy in a Maxwellian gas is $3T/2$. Is that what a primary brings to the wall?

\textbf{A.} No. The wall receives a flux, and fast electrons are weighted more heavily in a flux than in a density. Let $v$ be the velocity component towards the wall at the sheath edge. An electron reaches the wall if $v^2/2>\phi$. With $n_p$ the density of the complete Maxwellian, the primary flux is
\begin{align}
\Gamma_p
&=\frac{n_p}{\sqrt{2\pi T}}
\int_{\sqrt{2\phi}}^{\infty}v\,e^{-v^2/(2T)}\,dv \nonumber\\
&=\frac{n_p}{\sqrt{2\pi T}}
\int_0^\infty e^{-(\phi+u)/T}\,du
=n_p\sqrt{\frac{T}{2\pi}}\,e^{-\phi/T}.
\label{eq:flux}
\end{align}
Here $u=v^2/2-\phi$ is the normal kinetic energy left at the wall, so $v\,dv=du$. The last integral is $Te^{-\phi/T}$.

The same weight gives the mean normal energy at impact:
\begin{equation}
\langle u\rangle=
\frac{\int_0^\infty u\,e^{-u/T}\,du}
{\int_0^\infty e^{-u/T}\,du}
=\frac{T^2}{T}=T.
\end{equation}
The field does not act along the wall. Each of the two transverse motions therefore keeps its ordinary mean energy $T/2$, and together they contribute $T$. A primary delivers, on average,
\begin{equation}
T+\frac T2+\frac T2=2T.
\label{eq:twoT}
\end{equation}

\textbf{Q.} Most electrons entering the sheath never reach the wall. They carry energy through your plane as well.

\textbf{A.} They carry it back again. An electron that enters with normal velocity $v<\sqrt{2\phi}$ returns through the same plane with velocity $-v$ and unchanged transverse motion. Its two contributions to the particle flux cancel, and so do those to the energy flux. What remains comes from electrons that reach the wall and from those the wall emits.

The real distribution at the edge therefore lacks primaries returning faster than $\sqrt{2\phi}$. That gap is what produces the net flux. A complete, symmetric Maxwellian would carry none.

\textbf{Q.} Then do the energy balance, and keep the signs visible.

\textbf{A.} A primary that arrives at the wall with mean energy $2T$ had mean energy $2T+\phi$ at the edge. A cold secondary starts from rest at the wall and gains $\phi$ on its way to the edge. Suppose that it then stays in the plasma and shares its energy there. The net energy flux towards the wall at the edge is
\begin{align}
Q
&=\Gamma_p(2T+\phi)-g\Gamma_p\phi \nonumber\\
&=2T\Gamma_p+(1-g)\Gamma_p\phi \nonumber\\
&=\Gamma_i\left(\frac{2T}{1-g}+\phi\right).
\end{align}
The last line uses \eqref{eq:float} in both terms. The loss per ion is
\begin{equation}
K=\frac{Q}{\Gamma_i}=\frac{2T}{1-g}+\phi .
\label{eq:K}
\end{equation}

\textbf{Q.} Why is $\phi$ not divided by $1-g$ too? More primaries climb the barrier when the wall emits.

\textbf{A.} More of them climb it, but secondaries descend it. Per ion, $1/(1-g)$ primaries go up and $g/(1-g)$ secondaries come down. The difference is
\begin{equation}
\frac{1}{1-g}-\frac{g}{1-g}=1 .
\end{equation}
One net electron climbs the barrier for each ion. Leaving out the returned energy would give $(2T+\phi)/(1-g)$, which overstates the loss by $g\phi/(1-g)$.

The wall term has no such compensation. Every primary deposits $2T$ on average, while a cold secondary carries nothing away from the wall. Emission exchanges hot electrons for cold ones, and this exchange is repeated more often per ion as $g$ rises.

\textbf{Q.} Where does the energy $\phi$ go? The wall receives only $2T$ from each primary.

\textbf{A.} It goes to the ions. Repeat the count at a plane inside the sheath where the electron potential energy is $U$. A primary bound for the wall has mean energy $2T+\phi-U$ there, and a secondary has $\phi-U$. Thus
\begin{align}
K(U)
&=\frac{2T+\phi-U}{1-g}-\frac{g(\phi-U)}{1-g}\nonumber\\
&=\frac{2T}{1-g}+\phi-U .
\label{eq:local}
\end{align}
Between edge and wall this falls by $\phi$. Each ion gains $\phi$ over the same distance. In a steady sheath the field stores no additional energy, so it passes on what the electrons give it.

\textbf{Q.} The ions also enter the sheath already moving. Who paid for that?

\textbf{A.} The electrons paid for it in the presheath, the weak-field region between the bulk and the sheath edge. Write the ion energy at the edge as $ET$, where $E$ is a number. If ions start at rest and do not collide, the loss from the bulk to the wall is
\begin{equation}
K_{\rm bulk}=K+ET .
\label{eq:bulk}
\end{equation}
If birth places differ, $ET$ is the mean energy gained. Friction with the gas would require additional work. The energy spent on ionising and exciting the gas is a separate cost and belongs to neither $K$ nor $K_{\rm bulk}$.

\textbf{Q.} A real yield depends on impact energy. Does one number $g$ suffice?

\textbf{A.} It does for cold secondaries, provided the average is taken over the arriving flux. The normal energy $u$ and the total transverse energy $w$ at impact each have an exponential distribution with mean $T$. For the sum $\varepsilon=u+w$,
\begin{equation}
P(\varepsilon)=\frac1{T^2}\int_0^\varepsilon
e^{-u/T}e^{-(\varepsilon-u)/T}\,du
=\frac{\varepsilon}{T^2}e^{-\varepsilon/T}.
\end{equation}
If $\delta(\varepsilon)$ is the yield at impact energy $\varepsilon$, averaged over angle at that energy, then
\begin{equation}
g=\int_0^\infty\delta(\varepsilon)P(\varepsilon)\,d\varepsilon .
\end{equation}
Each emitted electron returns the same energy $\phi$, whichever primary released it. The energy balance therefore needs the number emitted and no further detail of $\delta$.

\textbf{Q.} But emitted electrons are not really at rest, and some may cross the plasma and strike the opposite wall.

\textbf{A.} Both effects fit into one balance. Take two identical walls. Let a fraction $t$ of the emitted electrons cross freely and be absorbed opposite without releasing others. By symmetry each wall receives as many crossing electrons as it sends out. The retained yield is
\begin{equation}
q=g(1-t).
\end{equation}
Zero current now reads
\begin{equation}
\Gamma_i=\Gamma_p-g\Gamma_p+tg\Gamma_p=(1-q)\Gamma_p .
\end{equation}
At one edge, a crossing electron carries its energy in after emission; its counterpart from the other wall carries the same energy out. They cancel. Let $\bar w$ be the mean emission energy of the retained electrons. Each of these returns $\phi+\bar w$, so
\begin{align}
K
&=\frac{2T+\phi-q(\phi+\bar w)}{1-q}\nonumber\\
&=\frac{2T-q\bar w}{1-q}+\phi .
\label{eq:general}
\end{align}
For $t=0$ and $\bar w=0$ this is \eqref{eq:K}. For $t=1$, no secondary is retained and $K=2T+\phi$, with $\phi$ the drop that then exists.

\textbf{Q.} What of electrons that simply bounce off the wall?

\textbf{A.} Let a fraction $r$ of the primaries be reflected elastically, independently of energy, and let the rest of the yield be cold. With no transit, $q=g$ and $g\bar w=2Tr$. Equation \eqref{eq:general} becomes
\begin{equation}
K=\frac{2T(1-r)}{1-g}+\phi .
\label{eq:elastic}
\end{equation}
If all emission is elastic, $r=g$ and the wall term returns to $2T$. This makes sense: a reflected electron has exchanged no energy with the wall. A total yield alone is therefore insufficient when reflection is important.

A random count of one million wall impacts tested \eqref{eq:general} with these effects together. The elastic probability was $0.1$, the true-secondary yield was $0.05\,\varepsilon/T$, and the mean true-secondary energy was $0.4T$. One fifth of all emitted electrons crossed. The mean true yield is $0.05\times2=0.1$, hence
\begin{align}
q&=0.8(0.1+0.1)=0.16,\\
\frac{q\bar w}{T}&=0.8(0.1\times2+0.1\times0.4)=0.192.
\end{align}
With the drop held at $4.6683T$, the formula gives $K/T=1.808/0.84+4.6683=6.821$. The random count gave $6.820$.

\textbf{Q.} Your factor 2 still relies on a Maxwellian. Electrons fast enough to escape may be missing.

\textbf{A.} That is a real restriction. Suppose that the distribution remains isotropic, but falls with temperature $\tau T$ above total energy $\phi$, being continuous there. All primaries reaching the wall belong to this tail. A transverse velocity element is proportional to $dw$, so their flux is proportional to
\begin{equation}
\int_0^\infty\!\!\int_0^\infty e^{-(u+w)/(\tau T)}\,du\,dw=(\tau T)^2 .
\end{equation}
At fixed $\phi$, and with the distribution below $\phi$ unchanged, the flux changes by the factor $\tau^2$. The mean energy at the wall is $\tau T$ from $u$ and $\tau T$ from $w$, giving $2\tau T$ in place of $2T$. Numerical integration at $\tau=0.8$ agreed with both results, $0.64$ for the flux ratio and $1.6T$ for the energy, to within $10^{-6}$ in these scaled quantities.

A cooled tail thus changes $K$ twice: directly through the wall energy, and indirectly because the drop must readjust to keep the current zero.

For a given sheath drop $\phi$, the electron energy loss per ion through the sheath edge is now known, together with its changes for crossing, warm or reflected electrons and for a cooled tail. It remains to find the drop itself, which depends on the yield, and to put numbers to the result for a bromine plasma.

All numerical values are calculated from the stated model.
